# Optimal Taper of an Infinitely Wide Slurry Film at Fixed Outlet Thickness

## Result

A flat wafer face of length $L$ is held at a small fixed tilt above a flat pad. The pad moves at speed $U$ and drags slurry of viscosity $\mu$ into the narrowing gap. Let $h_1$ and $h_2$ be the inlet and outlet film thicknesses and $K=h_1/h_2$. In Reynolds lubrication theory, with no variation across the width and ambient pressure at both ends, the load per unit width is

$$W=\frac{6\mu UL^2}{h_2^2}f(K),\qquad
f(K)=\frac{1}{(K-1)^2}\left[\ln K-\frac{2(K-1)}{K+1}\right].$$

At fixed $\mu$, $U$, $L$ and $h_2$ it has a single maximum over $K>1$, at

$$K_{\rm opt}=2.1887,\qquad W_{\max}=0.1602\,\frac{\mu UL^2}{h_2^2}.$$

The condition on $h_2$ is essential. If the inlet thickness is fixed instead, the load increases with $K$ without bound and there is no optimum.

## Flow in the film

Let $x$ run along the pad motion, from the inlet at $x=0$ to the outlet at $x=L$, and let $z$ run from the pad to the wafer. The wafer does not translate or rotate. The gap is

$$h(x)=h_1-(h_1-h_2)\frac{x}{L}.$$

The slurry is taken as Newtonian and incompressible, with constant viscosity and no slip at either surface. The flow is steady and laminar, inertia is neglected, and both surfaces are smooth and rigid. Pressure $p$ is measured from ambient.

Because the film is thin, $p$ is uniform across it to leading order, and velocity varies much faster with $z$ than with $x$. The momentum balance is then

$$\mu\frac{\partial^2u}{\partial z^2}=\frac{dp}{dx},\qquad u(0)=U,\quad u(h)=0.$$

Two integrations give $u=p'z^2/(2\mu)+az+b$, where $p'=dp/dx$. The pad condition sets $b=U$, and the wafer condition sets $a=-U/h-p'h/(2\mu)$. Hence

$$u=U\left(1-\frac zh\right)-\frac{p'}{2\mu}z(h-z).$$

Since $\int_0^h z(h-z)\,dz=h^3/6$, the volume flux per unit width is

$$q=\int_0^h u\,dz=\frac{Uh}{2}-\frac{h^3p'}{12\mu}.$$

The first term is drag by the pad; the second is flow driven by pressure. No fluid crosses either surface, so $q$ is the same at every $x$.

The size of the thin-film error can be seen in a wedge with one sliding wall and zero net flux, for which the Stokes equations have a closed solution. Take the local gap first as the arc length, radius times opening angle $\alpha$. Relative to the lubrication value for that gap, the Stokes pressure on the sliding wall differs by $-0.799\%$ at $\alpha=0.2$ rad and by $-0.200\%$ at 0.1 rad. If the gap is instead measured perpendicular to the pad, as in the rest of this text, it is larger by the factor $\tan\alpha/\alpha$. The lubrication pressure, which varies as the inverse square of the gap, is then smaller, and the differences become $+1.9\%$ and $+0.47\%$. With either measure, halving the angle divides the error by about four, as expected for an error proportional to slope squared. This comparison concerns the interior of the film, not the short entrance and exit zones.

## Pressure

Write the constant flux as $q=Uh_*/2$, which defines a thickness $h_*$. Solving the flux equation for the gradient gives

$$\frac{dp}{dx}=6\mu U\,\frac{h-h_*}{h^3}.$$

Where the gap exceeds $h_*$, drag alone would carry more than the actual flux, so pressure rises to hold fluid back. Where the gap is smaller, pressure falls and pushes fluid forward.

Introduce

$$X=\frac xL,\quad H=\frac h{h_2}=K-(K-1)X,\quad
p=\frac{6\mu UL}{h_2^2}P,\quad H_*=\frac{h_*}{h_2}.$$

Then $dP/dX=(H-H_*)/H^3$. Since $dX=-dH/(K-1)$ and $P=0$ at the inlet, where $H=K$,

$$P=-\frac1{K-1}\int_K^H\left(\frac1{s^2}-\frac{H_*}{s^3}\right)ds
=\frac1{K-1}\left[\frac1H-\frac1K-\frac{H_*}{2}\left(\frac1{H^2}-\frac1{K^2}\right)\right].$$

At the outlet $H=1$ and $P=0$, so

$$1-\frac1K=\frac{H_*}{2}\left(1-\frac1K\right)\left(1+\frac1K\right)
\quad\Longrightarrow\quad H_*=\frac{2K}{K+1}.$$

Insert this value and take out the factor $1/H-1/K$:

$$P=\frac1{K-1}\,\frac{K-H}{KH}\left[1-\frac{K}{K+1}\left(\frac1H+\frac1K\right)\right].$$

The square bracket equals $K(H-1)/[(K+1)H]$. Using $K-H=(K-1)X$ and $H-1=(K-1)(1-X)$,

$$P=\frac{(K-H)(H-1)}{(K^2-1)H^2}
=\frac{(K-1)X(1-X)}{(K+1)H^2}.$$

For $K>1$ this is positive everywhere between the ends, so the model predicts no suction. For a diverging gap, $K<1$, it is negative and the wafer is pulled towards the pad, provided the liquid film stays unbroken. The formula fails once the film cavitates: with the data of the worked example below and $K=0.5$, it would give a lowest gauge pressure of $-187.5$ kPa, which is below absolute vacuum.

The peak lies where $H=H_*$, which gives

$$X_{\rm peak}=\frac{K-H_*}{K-1}=\frac K{K+1},\qquad
P_{\rm peak}=\frac{K-1}{4K(K+1)}.$$

The second formula follows from $K-H_*=K(K-1)/(K+1)$ and $H_*-1=(K-1)/(K+1)$.

## Load

The load per width is $W=\int_0^L p\,dx=(6\mu UL^2/h_2^2)f$, with $f=\int_0^1P\,dX$. Changing variable to $H$ and expanding $(K-H)(H-1)=(K+1)H-K-H^2$ gives

$$f=\frac1{(K-1)(K^2-1)}\int_1^K\left(\frac{K+1}{H}-\frac K{H^2}-1\right)dH.$$

The three integrals are $(K+1)\ln K$, $-(K-1)$ and $-(K-1)$. Therefore

$$f=\frac{(K+1)\ln K-2(K-1)}{(K-1)^2(K+1)}=\frac{g(K)}{(K-1)^2},\qquad
g=\ln K-\frac{2(K-1)}{K+1}.$$

The derivative of $g$ is

$$g'=\frac1K-\frac4{(K+1)^2}=\frac{(K-1)^2}{K(K+1)^2}.$$

Since $g(1)=0$ and $g'>0$ for $K>1$, the load of a converging film is positive.

Two limits explain why a maximum exists. For a slight taper, $K=1+\varepsilon$, expansion of $g'$ and integration give

$$f=\frac{\varepsilon}{12}-\frac{\varepsilon^2}{8}+\frac{11\varepsilon^3}{80}+O(\varepsilon^4).$$

The load vanishes with the taper because a parallel film needs no pressure gradient to keep its flux constant. For large $K$, $f\simeq(\ln K-2)/K^2$. With the outlet fixed, a large $K$ makes most of the film thick, and a thick film needs little pressure to carry the excess flow.

## The maximum and its uniqueness

Differentiation of $f=g/(K-1)^2$ gives

$$f'=\frac{(K-1)g'-2g}{(K-1)^3}=\frac{2G}{(K-1)^3},\qquad
G=\frac{(K-1)^3}{2K(K+1)^2}-g.$$

Put the rational part of $g$ over the same denominator. Because $(K-1)^2+4K(K+1)=5K^2+2K+1$,

$$G=\frac{(K-1)(5K^2+2K+1)}{2K(K+1)^2}-\ln K.$$

The stationary points with $K>1$ are the roots of $G$. To count them, write $G=\tfrac12(K-1)g'-g$, so that $G'=\tfrac12[(K-1)g''-g']$. The logarithmic derivative of $g'$ is

$$\frac{g''}{g'}=\frac2{K-1}-\frac1K-\frac2{K+1}.$$

It follows that

$$G'=\frac{g'}2\left[\frac1K-\frac{2(K-1)}{K+1}\right]
=\frac{(K-1)^2(1+3K-2K^2)}{2K^2(K+1)^3}.$$

For $K>1$ the sign changes once, at $K=(3+\sqrt{17})/4=1.7808$. Thus $G$ starts from zero at $K=1$, rises to a positive value, and then decreases. Its rational part tends to $5/2$ while $-\ln K$ decreases without bound, so $G$ crosses zero once. There $f'$ changes from positive to negative, and the stationary point is the global maximum for $K>1$.

Numerical solution gives $K_{\rm opt}=2.188705$. At the root, $g=(K-1)^3/[2K(K+1)^2]$, which gives the compact value

$$f_{\max}=\frac{K_{\rm opt}-1}{2K_{\rm opt}(K_{\rm opt}+1)^2}=0.026707.$$

Multiplication by six gives the coefficient 0.1602. As an independent test, the flux equation was solved with 1000 finite volumes and its load was maximized directly; the maximum was at $K=2.18870$.

The maximum is broad. At the same outlet thickness, the load is 95.7% of its maximum at $K=1.8$, 97.4% at $K=2.6$, and 92.3% at $K=3$.

## What is held fixed

If $h_1$ is fixed, substitute $h_2=h_1/K$:

$$W=\frac{6\mu UL^2}{h_1^2}K^2f(K).$$

The logarithmic derivative of $K^2f$ is $g'/g-2/[K(K-1)]$. It is positive if

$$R(K)=\frac{(K-1)^3}{2(K+1)^2}>g(K).$$

Both sides vanish at $K=1$, and

$$\frac{R'}{g'}=\frac{K(K+5)}{2(K+1)}>1
\quad\text{because}\quad K^2+3K-2>0.$$

The inequality therefore holds for all $K>1$. At large $K$, $K^2f\simeq\ln K-2$, so the growth is slow but unbounded. At the same inlet thickness, the load at $K=10$ is 6.43 times that at $K_{\rm opt}$. This gain comes from thinning the outlet; the smooth-surface model fails when that film becomes comparable with the roughness.

If the thickness difference $\Delta=h_1-h_2$ is fixed, then $h_2=\Delta/(K-1)$ and $W=(6\mu UL^2/\Delta^2)g(K)$. This also increases throughout, since $g'>0$.

A useful equivalent problem fixes the load. With mean pressure $\bar p=W/L$,

$$h_2=\sqrt{\frac{6f(K)\mu UL}{\bar p}}.$$

At fixed $\bar p$, $\mu$, $U$ and $L$, the same $K_{\rm opt}$ gives the thickest outlet film.

## Tilt and moment balance

The optimum assumes a prescribed tilt. For $X>1/2$, the points $X$ and $1-X$ have the same product $X(1-X)$, but the gap is smaller at $X$. Hence $P(X)>P(1-X)$, and the centre of pressure lies downstream of mid-length.

Its position follows from $X=(K-H)/(K-1)$:

$$X_c=\frac{K-\bar H}{K-1},\qquad
\bar H=\frac{\int HP\,dX}{\int P\,dX}
=\frac{(K^2-1)/2-K\ln K}{(K+1)\ln K-2(K-1)}.$$

The numerator comes from integrating $(K+1)-K/H-H$ from 1 to $K$. If shear moments are neglected, a rigid flat wafer pivoted at mid-length cannot balance this pressure at any $K>1$. A freely pivoted wafer must therefore be treated with its moment equation; it does not select $K_{\rm opt}$ merely because the load is largest there.

## Worked example

Take $\mu=1.5$ mPa s, $U=1$ m/s, $L=200$ mm and $h_2=40$ µm. The optimal inlet film is $2.1887\times40=87.5$ µm, and the tilt is $(87.5-40)\,\mu{\rm m}/200\,{\rm mm}=0.238$ mrad. The pressure unit is

$$\frac{\mu UL}{h_2^2}=\frac{(1.5\times10^{-3})(1)(0.200)}{(40\times10^{-6})^2}\ {\rm Pa}=187.5\ {\rm kPa}.$$

The mean pressure is $0.1602\times187.5=30.0$ kPa, or 4.36 psi, and the load per width is 6.01 kN/m. The peak pressure is 47.9 kPa, 137 mm from the inlet. The centre of pressure is 115.5 mm from the inlet, 15.5 mm beyond mid-length.

The drag on the pad follows from the velocity gradient at $z=0$. The resisting stress is $\mu U/h+hp'/2$. Integration, with $\int HP'\,dX=(K-1)f$ by parts, gives the power per width

$$\frac{\mu U^2L}{h_2}\left[\frac{\ln K}{K-1}+3(K-1)f\right]=5.66\ {\rm W/m}.$$

If all this heat stays in slurry of density 1050 kg/m³ and heat capacity 4200 J/(kg K), division by $\rho cUh_*/2$ gives a temperature rise of 0.047 K. Constant viscosity is a sound approximation here as far as self-heating is concerned.

## Finite width and grooves

With pressure variation in the cross direction $y$, there is an added flux $-h^3(\partial p/\partial y)/(12\mu)$. Flux conservation becomes

$$\frac{\partial}{\partial x}\left(h^3\frac{\partial p}{\partial x}\right)
+\frac{\partial}{\partial y}\left(h^3\frac{\partial p}{\partial y}\right)
=6\mu U\frac{dh}{dx}.$$

For ambient side edges and a square face of the same length, the load at $K=2.1887$ falls to 44.0% of the infinitely wide value. The mean pressure is 13.2 kPa instead of 30.0 kPa. The square's own optimum is $K=2.32$. Halving the mesh spacing and doubling the number of cross-width modes changed the square's load by 0.0018%. For faces 20 and 40 times wider than their length, the side loss is 3.03% and 1.52%, consistent with a loss inversely proportional to width.

The opposite limit is a strip of width $b\ll L$. If $b$ is also much smaller than $L/(K-1)$, the length over which the gap changes near the outlet, side flow dominates and the $x$ pressure-flow term can be dropped except near the ends. With $p=0$ at $y=\pm b/2$,

$$p=\frac{3\mu U}{h^3}\left(-\frac{dh}{dx}\right)\left(\frac{b^2}{4}-y^2\right).$$

The average of $b^2/4-y^2$ across the strip is $b^2/6$. Averaging next along $x$ gives

$$\bar p=\frac{\mu Ub^2}{4Lh_2^2}\left(1-\frac1{K^2}\right).$$

To this order the load rises with $K$ at fixed outlet thickness and has no finite optimum. At large $K$ the neglected flow along $x$ matters again: for $b/L=0.0125$, the full equation gives a higher load at $K=8$ than at $K=4$ or $K=16$. A narrow strip therefore still has an optimum, but at a much larger $K$. The value 2.19 is a property of the wide film.

This limit describes pad lands between grooves parallel to the motion, if the grooves stay at ambient pressure. For 2.5 mm lands at $K=2.1887$, the full width-dependent solution gives 0.019% of the ungrooved, infinitely wide load per land area. Grooves that retain pressure would lose less.

## Other corrections and the real process

The following changes are relative to the infinitely wide load with the same nominal end gaps; each effect is taken alone.

- **Pad compression.** A 1.3 mm pad that compresses locally by pressure times thickness over modulus lowers the load by 1.25% for a modulus of 100 MPa and by 21.7% for 5 MPa. Pressure opens the interior of the gap, while the outlet, at zero gauge pressure, stays fixed.
- **Roughness.** For symmetric ridges parallel to the motion with rms height $\sigma$, spaced much more closely than $L$ so that the pressure is uniform across them, averaging $(h+\delta)^3$ replaces $h^3$ by $h^3+3h\sigma^2$ in the pressure flow. With $\sigma=5$ µm the load falls by 2.2%. This average does not apply to undulations whose spacing is comparable with $L$ or larger; for these the reduction is smaller, and for wide enough spacing the load rises.
- **Wafer bow.** A parabolic bow of 5 µm towards the pad raises the load by 4.0%; the same bow away from it lowers the load by 3.8%.
- **Inertia.** The reduced Reynolds number $\rho Uh_1^2/(\mu L)$ is 0.027. The ram pressure $\rho U^2/2$ is 0.53 kPa, or 1.7% of the mean film pressure; this is a scale for inlet effects, not a computed load change.

The example resembles a belt-type polisher with a 200 mm wafer. Its viscosity, speed and mean pressure are of roughly typical size, and the pad properties are rough values. The 40 µm film is thick: it represents a fully floating wafer, whereas ordinary polishing usually relies on contact between pad asperities and wafer. Contact carries part of the load and lies outside this model. Real wafers are also round and often rotate, and pads are commonly grooved. The square calculation shows a reduction by more than half from side leakage alone, and the ambient-groove case removes nearly all the film load. The 30 kPa result should therefore not be used as a load prediction for such a tool.

## Implementation

Find $K_{\rm opt}$ by bisection on $G$ between $(3+\sqrt{17})/4$, where $G>0$, and 20, where $G<0$. This bracket excludes the trivial root at $K=1$. When evaluating $f$ close to $K=1$, use the series in $\varepsilon$: the closed form subtracts terms of order $\varepsilon$ to leave a remainder of order $\varepsilon^3$, and loses digits. For a finite face, solve the two-dimensional equation and repeat the search over $K$; multiplying the wide-film load by a constant side-leakage factor would miss the shift of the optimum. The remaining computed values are in the numerical output below.

## Calculated quantities

```
Optimal film ratio K (formula): 2.188705
Optimal K (finite volumes): 2.18870
Turning point of G: K = 1.7808
Maximum f: 0.026707; load coefficient w: 0.160243
Fixed outlet, K=1.5: load/max = 0.8185
Fixed outlet, K=1.8: load/max = 0.9570
Fixed outlet, K=2.6: load/max = 0.9744
Fixed outlet, K=3.0: load/max = 0.9231
Fixed outlet, K=4.0: load/max = 0.7750
Fixed inlet, K=5: load/load at K_opt = 3.372
Fixed inlet, K=10: load/load at K_opt = 6.429
Fixed inlet, K=50: load/load at K_opt = 16.196
Wedge Stokes error at 0.2 rad: -0.799 %
Wedge Stokes error at 0.1 rad: -0.200 %
Input viscosity: 1.50 mPa s; speed: 1.00 m/s
Input length: 200 mm; outlet film: 40.0 um
Inlet film: 87.55 um; tilt: 0.2377 mrad
Pressure unit mu U L/h2^2: 187.50 kPa
Mean pressure: 30.05 kPa = 4.36 psi
Load per width: 6.009 kN/m
Peak pressure: 47.90 kPa
Peak position from inlet: 137.3 mm
Centre of pressure from inlet: 115.5 mm
Centre beyond mid-length: 15.5 mm
Square/wide load at same K: 0.4399
Square mean pressure: 13.22 kPa
Square load mesh and mode shift: 0.0018 %
Square optimal K: 2.3216
Square optimal K shift: 0.000024
Side loss, width/length 20: 3.03 %
Side loss, width/length 40: 1.52 %
Input land between grooves: 2.50 mm
Grooved/wide load: 0.0190 %
Input pad thickness: 1.30 mm
Input hard pad modulus: 100 MPa
Hard pad load change: -1.25 %
Input soft stack modulus: 5 MPa
Soft stack load change: -21.72 %
Input rms roughness: 5.0 um
Roughness load change: -2.22 %
Input wafer bow: 5.0 um
Bow towards pad, load change: 3.98 %
Bow away from pad, load change: -3.75 %
Input density: 1050 kg/m^3
Input heat capacity: 4200 J/(kg K)
Reduced Reynolds number at inlet: 0.0268
Ram pressure: 0.525 kPa
Ram/mean film pressure: 1.75 %
Drag power per width: 5.657 W/m
Adiabatic slurry heating: 0.0467 K
```
